# ADC(1) and ADC(2) matrices by order matching of the polarization propagator: a program that tests the result

```python
"""
Result under test: the excitation part of the polarization propagator,
    Pi(w) = <0| O_I^+ (w - H + E0)^-1 O_J |0>   (ground state projected out),
equals f^T (w - K - C)^-1 f through first order in the interaction for ADC(1)
and through second order for ADC(2) (particle-hole operators O_J = c_b^+ c_j).
Symbols: i,j,k,l occupied; a,b,c,d virtual; eps orbital energies;
v[p,q,r,s] = <pq||rs>; K zeroth-order excitation energies; C1, C2 first- and
second-order singles blocks; B singles-doubles coupling; K2 doubles energies;
f1 first-order amplitudes of c_j^+ c_b; f2 second-order ones of c_b^+ c_j.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, fci


def adc_blocks(eps, v, no):
    """Derived ADC formulas in spin orbitals; occupied orbitals come first."""
    nv = len(eps) - no
    o, u = slice(0, no), slice(no, None)
    eo, eu = eps[:no], eps[no:]
    io, iu = np.eye(no), np.eye(nv)
    ns = no * nv
    g = v[u, u, o, o]
    den = (eu[:, None, None, None] + eu[None, :, None, None]
           - eo[None, None, :, None] - eo[None, None, None, :])
    t = g / den
    K = (eu[None, :] - eo[:, None]).ravel()
    C1 = v[u, o, o, u].transpose(2, 0, 1, 3).reshape(ns, ns)

    def three_terms(x, y):
        part = np.einsum('ackl,bckl->ab', x, y)
        hole = np.einsum('cdik,cdjk->ij', x, y)
        both = np.einsum('acik,bcjk->iajb', x, y)
        m = (np.einsum('ij,ab->iajb', io, part) / 4
             + np.einsum('ab,ij->iajb', iu, hole) / 4 - both / 2)
        return m.reshape(ns, ns)

    C2 = three_terms(t, g)
    C2 = C2 + C2.T
    f2 = -three_terms(t, t)
    f1 = -t.transpose(2, 0, 3, 1).reshape(ns, ns)
    full = (np.einsum('ik,alcd->iaklcd', io, v[u, o, u, u])
            - np.einsum('il,akcd->iaklcd', io, v[u, o, u, u])
            - np.einsum('ac,klid->iaklcd', iu, v[o, o, o, u])
            + np.einsum('ad,klic->iaklcd', iu, v[o, o, o, u]))
    k, l = np.triu_indices(no, 1)
    c, d = np.triu_indices(nv, 1)
    B = full[:, :, k[:, None], l[:, None], c[None, :], d[None, :]]
    B = B.reshape(ns, -1)
    K2 = ((eu[c] + eu[d])[None, :] - (eo[k] + eo[l])[:, None]).ravel()
    return dict(K=K, C1=C1, C2=C2, f1=f1, f2=f2, B=B, K2=K2)


def adc2_matrix(m, lam=1.0, with_c2=True):
    top = np.diag(m['K']) + lam * m['C1']
    if with_c2:
        top = top + lam**2 * m['C2']
    return np.block([[top, lam * m['B']], [lam * m['B'].T, np.diag(m['K2'])]])


def transfer_operators(n, ne):
    """Matrices of c_p^+ c_q among all determinants of ne electrons."""
    masks = sorted(sum(1 << p for p in s) for s in combinations(range(n), ne))
    where = {m: r for r, m in enumerate(masks)}
    E = np.zeros((n, n, len(masks), len(masks)))
    for m in masks:
        for q in range(n):
            if not m >> q & 1:
                continue
            m1 = m ^ (1 << q)
            s1 = bin(m & ((1 << q) - 1)).count('1')
            for p in range(n):
                if m1 >> p & 1:
                    continue
                s2 = bin(m1 & ((1 << p) - 1)).count('1')
                E[p, q, where[m1 | (1 << p)], where[m]] = (-1) ** (s1 + s2)
    return masks, E


def spin_orbital_integrals(eps, eri):
    """Spatial (pq|rs) to <pq||rs>, spins interleaved."""
    n = len(eps)
    idx = np.repeat(np.arange(n), 2)
    spin = np.tile([0, 1], n)
    same = (spin[:, None] == spin[None, :]).astype(float)
    big = eri[np.ix_(idx, idx, idx, idx)]
    big = big * same[:, :, None, None] * same[None, None, :, :]
    phys = big.transpose(0, 2, 1, 3)
    return eps[idx], phys - phys.transpose(0, 1, 3, 2)


# ---------- random-interaction model, full diagonalization ----------
no, nv = 4, 4
n = no + nv
eps = np.array([-1.20, -1.13, -0.99, -0.80, 0.50, 0.60, 0.87, 1.03])
rng = np.random.default_rng(7)
v = 0.05 * rng.normal(size=(n, n, n, n))
v = v - v.transpose(1, 0, 2, 3)
v = v - v.transpose(0, 1, 3, 2)
v = v + v.transpose(2, 3, 0, 1)
masks, E = transfer_operators(n, no)
H0 = np.einsum('p,ppxy->xy', eps, E)
inner = np.einsum('pqrs,qsxy->prxy', v, E)
V = (np.einsum('prxz,przy->xy', E, inner)
     - np.einsum('pqqs,psxy->xy', v, E)) / 4
V = V - np.einsum('pq,pqxy->xy', np.einsum('pkqk->pq', v[:, :no, :, :no]), E)
assert np.allclose(V, V.T, atol=1e-12)

ref = masks.index((1 << no) - 1)
phi = np.eye(len(masks))[ref]
rank = np.array([bin(m >> no).count('1') for m in masks])
Kdet = np.diag(H0) - H0[ref, ref]
model = adc_blocks(eps, v, no)
K = model['K']
ns = len(K)
ph = np.array([E[no + a, i] for i in range(no) for a in range(nv)])
hp = np.array([E[i, no + a] for i in range(no) for a in range(nv)])
S = (ph @ phi).T
Dbl = np.array([E[no + c, k] @ (E[no + d, l] @ phi)
                for k, l in combinations(range(no), 2)
                for c, d in combinations(range(nv), 2)]).T

# first-order matrix elements from determinants
assert np.allclose(S.T @ V @ phi, 0, atol=1e-12)
assert np.allclose(S.T @ V @ S - V[ref, ref] * np.eye(ns), model['C1'], atol=1e-12)
assert np.allclose(S.T @ V @ Dbl, model['B'], atol=1e-12)

# triples: amplitude relation, cancellation of the triples pole, C2 and f2
psi1 = np.zeros(len(masks))
dd = rank == 2
psi1[dd] = -(V @ phi)[dd] / Kdet[dd]
E2 = phi @ V @ psi1
norm1 = psi1 @ psi1
tt = rank == 3
KT = Kdet[tt]
w_t = (V @ S)[tt]
x_t = (ph @ psi1).T[tt]
assert np.allclose(x_t, w_t / (K[None, :] - KT[:, None]), atol=1e-12)
for omega in (0.7, KT.min() + 1e-3):
    R = np.diag(1 / (omega - K))
    amp = w_t @ R + x_t
    triples = amp.T @ (amp / (omega - KT)[:, None])
    direct = triples - norm1 * R - E2 * R @ R
    derived = R @ model['C2'] @ R + model['f2'] @ R + R @ model['f2']
    assert np.allclose(direct, derived, atol=1e-10)
one_term = np.abs(x_t.T @ (x_t / (omega - KT)[:, None])).max()
all_terms = np.abs(triples).max()


def exact_propagator(lam, omega, ops):
    e, c = np.linalg.eigh(H0 + lam * V)
    amp = c[:, 1:].T @ (ops @ c[:, 0]).T
    return amp.T @ (amp / (omega - (e[1:] - e[0]))[:, None])


def adc1_propagator(lam, omega):
    f = np.hstack([np.eye(ns), lam * model['f1']])
    M = np.diag(K) + lam * model['C1']
    return f.T @ np.linalg.solve(omega * np.eye(ns) - M, f)


def adc2_propagator(lam, omega):
    M = adc2_matrix(model, lam)
    f = np.zeros((len(M), ns))
    f[:ns] = np.eye(ns) + lam**2 * model['f2']
    return f.T @ np.linalg.solve(omega * np.eye(len(M)) - M, f)


def taylor(fun, h=0.01):
    """Taylor coefficients 0..3 in the coupling, nine-point interpolation."""
    pts = np.arange(-4, 5)
    vals = np.array([fun(h * p) for p in pts])
    co = np.linalg.solve(np.vander(pts.astype(float), 9, increasing=True),
                         vals.reshape(9, -1))
    return [co[q].reshape(vals.shape[1:]) / h**q for q in range(4)]


omega = 1.0 + 0.6j
both_ops = np.concatenate([ph, hp])
ex_all = taylor(lambda s: exact_propagator(s, omega, both_ops))
ex_ph = taylor(lambda s: exact_propagator(s, omega, ph))
a1 = taylor(lambda s: adc1_propagator(s, omega))
a2 = taylor(lambda s: adc2_propagator(s, omega))
miss1 = [np.abs(x - y).max() for x, y in zip(ex_all, a1)]
miss1_ph = [np.abs(x - y[:ns, :ns]).max() for x, y in zip(ex_ph, a1)]
miss2 = [np.abs(x - y).max() for x, y in zip(ex_ph, a2)]
# tolerance: roundoff 1e-16 divided by h^2 = 1e-4, with a margin
assert max(miss1[:2]) < 1e-8 and miss1_ph[2] > 1e-4
assert max(miss2[:3]) < 1e-8 and miss2[3] > 1e-5


def energy_errors(lam):
    e = np.linalg.eigvalsh(H0 + lam * V)
    exact = e[1:ns + 1] - e[0]
    first = np.linalg.eigvalsh(np.diag(K) + lam * model['C1'])
    second = np.linalg.eigvalsh(adc2_matrix(model, lam))[:ns]
    return np.array([np.linalg.norm(first - exact), np.linalg.norm(second - exact)])


err_big, err_small = energy_errors(0.01), energy_errors(0.005)
power = np.log2(err_big / err_small)
# next-order terms shift the exponents slightly at finite coupling
assert abs(power[0] - 2) < 0.2 and abs(power[1] - 3) < 0.2

print("MODEL: 4 electrons, 8 spin orbitals, random interaction")
print(f"determinants: {len(masks)}, singles: {ns}, doubles: {Dbl.shape[1]}")
print("largest propagator mismatch by order (model units)")
print(f" ADC(1), ph+hp operators, order 0: {miss1[0]:.1e}, order 1: {miss1[1]:.1e}")
print(f" ADC(1), ph operators, order 2: {miss1_ph[2]:.3e}")
print(f" ADC(2), ph operators, order 0: {miss2[0]:.1e}, order 1: {miss2[1]:.1e}")
print(f" ADC(2), ph operators, order 2: {miss2[2]:.1e}, order 3: {miss2[3]:.3e}")
print(f"0.001 above a triples pole: one term {one_term:.3e}, sum {all_terms:.3e}")
print(f"energy-error exponent: ADC(1) {power[0]:.3f}, ADC(2) {power[1]:.3f}")

# ---------- Hubbard dimer ----------
hop, U = 1.0, 1.0
_, F = transfer_operators(4, 2)
Hd = (-hop * (F[0, 2] + F[2, 0] + F[1, 3] + F[3, 1])
      + U * (F[0, 0] @ F[1, 1] + F[2, 2] @ F[3, 3]))
ed = np.linalg.eigvalsh(Hd)
exact_d = np.array([ed[1] - ed[0], ed[4] - ed[0]])
Cd = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
eri_d = U * np.einsum('sp,sq,sr,st->pqrt', Cd, Cd, Cd, Cd)
dimer = adc_blocks(*spin_orbital_integrals(np.array([-hop, hop]) + U / 2, eri_d), 2)
d1 = np.linalg.eigvalsh(np.diag(dimer['K']) + dimer['C1'])[[0, 3]]
d2 = np.linalg.eigvalsh(adc2_matrix(dimer))[[0, 3]]
series = 2 * hop + np.array([-U / 2, U / 2]) + U**2 / (16 * hop)
assert np.allclose(d2, series, atol=1e-12)
assert np.allclose(dimer['B'], 0, atol=1e-12)
print(f"HUBBARD DIMER: t = {hop:.1f}, U = {U:.1f} (energies in units of t)")
print(f" K = {dimer['K'][0]:.4f}, second-order shift = {d2[0] - d1[0]:.4f}")
for s, name in enumerate(("triplet", "singlet")):
    print(f" {name}: ADC(1) {d1[s]:.5f}, ADC(2) {d2[s]:.5f}, exact {exact_d[s]:.5f}")

# ---------- hydrogen fluoride molecule ----------
bond = 0.92
mol = gto.M(atom=f'H 0 0 0; F 0 0 {bond}', basis='6-31g', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-7
mf.kernel()
assert mf.converged
core, act = mf.mo_coeff[:, :1], mf.mo_coeff[:, 1:]
e_act = mf.mo_energy[1:]
norb, npair = act.shape[1], 4
eri = ao2mo.restore(1, ao2mo.kernel(mol, act), norb)
h_act = act.T @ (mf.get_hcore() + mf.get_veff(mol, 2 * core @ core.T)) @ act
fock = (h_act + 2 * np.einsum('pqkk->pq', eri[:, :, :npair, :npair])
        - np.einsum('pkkq->pq', eri[:, :npair, :npair, :]))
assert np.allclose(fock, np.diag(e_act), atol=1e-6)

es, vs = spin_orbital_integrals(e_act, eri)
hf = adc_blocks(es, vs, 2 * npair)
nsm = len(hf['K'])


def lowest_by_spin(M):
    """Lowest triplet and singlet roots, told apart by the singles part."""
    e, c = eigh(M, subset_by_index=[0, 29])
    found = {}
    for r in range(len(e)):
        x = c[:nsm, r].reshape(npair, 2, norb - npair, 2)
        weight = ((x[:, 0, :, 0] + x[:, 1, :, 1])**2).sum() / 2 / (x**2).sum()
        found.setdefault('singlet' if weight > 0.5 else 'triplet', (e[r], c[:, r]))
    return found


r1 = lowest_by_spin(np.diag(hf['K']) + hf['C1'])
r2 = lowest_by_spin(adc2_matrix(hf))
r2_cut = lowest_by_spin(adc2_matrix(hf, with_c2=False))

sol = fci.direct_spin0.FCI()
sol.conv_tol, sol.nroots, sol.max_cycle = 1e-10, 3, 200
e_sing, c_sing = sol.kernel(h_act, eri, norb, (npair, npair))
sol = fci.direct_spin1.FCI()
sol.conv_tol, sol.max_cycle = 1e-10, 200
e_trip, c_trip = sol.kernel(h_act, eri, norb, (npair + 1, npair - 1))
s2_sing = fci.spin_op.spin_square0(c_sing[1], norb, (npair, npair))[0]
s2_trip = fci.spin_op.spin_square0(c_trip, norb, (npair + 1, npair - 1))[0]
assert abs(s2_sing) < 1e-3 and abs(s2_trip - 2) < 1e-3
full_ci = {'triplet': e_trip - e_sing[0], 'singlet': e_sing[1] - e_sing[0]}

ev = physical_constants['Hartree energy in eV'][0]
print(f"HYDROGEN FLUORIDE: 6-31G, bond {bond:.2f} angstrom, F 1s frozen")
print(f" spin orbitals: {2 * npair} occupied, {2 * (norb - npair)} virtual")
print(f" singles: {nsm}, doubles: {len(hf['K2'])}")
print(f" HOMO energy {e_act[npair - 1]:.5f} Ha, LUMO energy {e_act[npair]:.5f} Ha")
print(f" smallest K (LUMO - HOMO) {hf['K'].min():.5f} Ha")
for name in ('triplet', 'singlet'):
    ref_e = full_ci[name]
    print(f" lowest {name}:")
    for label, val in (("ADC(1)", r1[name][0]), ("ADC(2)", r2[name][0]),
                       ("ADC(2) without C2", r2_cut[name][0]), ("full CI", ref_e)):
        print(f"  {label}: {val:.5f} Ha = {val * ev:.3f} eV")
    print(f"  error against full CI: ADC(1) {(r1[name][0] - ref_e) * ev:+.3f} eV,"
          f" ADC(2) {(r2[name][0] - ref_e) * ev:+.3f} eV")

energy, vec = r2['singlet']
x, y = vec[:nsm], vec[nsm:]
pieces = [("singles K", x @ (hf['K'] * x)), ("singles C1", x @ hf['C1'] @ x),
          ("singles C2", x @ hf['C2'] @ x), ("coupling", 2 * x @ hf['B'] @ y),
          ("doubles K", y @ (hf['K2'] * y))]
assert abs(sum(p[1] for p in pieces) - energy) < 1e-9
print(" ADC(2) singlet energy split by block:")
for label, val in pieces:
    print(f"  {label}: {val:+.5f} Ha")
print(f"  weight of singles: {x @ x:.4f}")
print("done: every assertion held")
```

Output:

```
MODEL: 4 electrons, 8 spin orbitals, random interaction
determinants: 70, singles: 16, doubles: 36
largest propagator mismatch by order (model units)
 ADC(1), ph+hp operators, order 0: 7.8e-16, order 1: 4.1e-13
 ADC(1), ph operators, order 2: 2.828e-01
 ADC(2), ph operators, order 0: 6.8e-16, order 1: 4.0e-13
 ADC(2), ph operators, order 2: 5.7e-11, order 3: 1.041e-01
0.001 above a triples pole: one term 6.107e+00, sum 2.056e-03
energy-error exponent: ADC(1) 2.001, ADC(2) 3.013
HUBBARD DIMER: t = 1.0, U = 1.0 (energies in units of t)
 K = 2.0000, second-order shift = 0.0625
 triplet: ADC(1) 1.50000, ADC(2) 1.56250, exact 1.56155
 singlet: ADC(1) 2.50000, ADC(2) 2.56250, exact 2.56155
HYDROGEN FLUORIDE: 6-31G, bond 0.92 angstrom, F 1s frozen
 spin orbitals: 8 occupied, 12 virtual
 singles: 96, doubles: 1848
 HOMO energy -0.63077 Ha, LUMO energy 0.20882 Ha
 smallest K (LUMO - HOMO) 0.83959 Ha
 lowest triplet:
  ADC(1): 0.40311 Ha = 10.969 eV
  ADC(2): 0.36535 Ha = 9.942 eV
  ADC(2) without C2: 0.31832 Ha = 8.662 eV
  full CI: 0.37710 Ha = 10.261 eV
  error against full CI: ADC(1) +0.708 eV, ADC(2) -0.320 eV
 lowest singlet:
  ADC(1): 0.43573 Ha = 11.857 eV
  ADC(2): 0.39025 Ha = 10.619 eV
  ADC(2) without C2: 0.34330 Ha = 9.342 eV
  full CI: 0.40093 Ha = 10.910 eV
  error against full CI: ADC(1) +0.947 eV, ADC(2) -0.291 eV
 ADC(2) singlet energy split by block:
  singles K: +0.81551 Ha
  singles C1: -0.39322 Ha
  singles C2: +0.04657 Ha
  coupling: -0.18767 Ha
  doubles K: +0.10906 Ha
  weight of singles: 0.9610
done: every assertion held
```
